# Solving the Radial Dirac Equations by Matching on a Logarithmic Grid

## Definitions and conventions

One electron moves in the potential $V(r)=-Z/r$ of a fixed point nucleus. Hartree atomic units are used, $c=1/\alpha$, and $\zeta=Z/c<1$. The energy $\varepsilon$ excludes the rest energy, so the Hamiltonian is $c\,\boldsymbol\alpha\cdot\mathbf p+(\beta-1)c^2+V$. Bound states have $-2c^2<\varepsilon<0$.

The upper and lower parts of the spinor are $(G/r)\,\Omega_\kappa$ and $(iF/r)\,\Omega_{-\kappa}$. The spin-angular functions obey $\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$. Thus $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$, with $l$ belonging to the upper part.

Since $\boldsymbol\sigma\cdot\mathbf p=\sigma_r(-i\partial_r+i\boldsymbol\sigma\cdot\mathbf L/r)$,

$$\boldsymbol\sigma\cdot\mathbf p\,\frac Gr\Omega_\kappa=\frac ir\Big(G'+\frac\kappa rG\Big)\Omega_{-\kappa},\qquad
\boldsymbol\sigma\cdot\mathbf p\,\frac{iF}r\Omega_{-\kappa}=-\frac1r\Big(F'-\frac\kappa rF\Big)\Omega_\kappa .$$

The terms $\mp1/r$ from differentiating $1/r$ have cancelled against the $1$ in the angular eigenvalue. The lower and upper rows of the Dirac equation then give

$$G'=-\frac\kappa rG+\Big[2c+\frac{\varepsilon-V}c\Big]F,\qquad
F'=\frac\kappa rF-\frac{\varepsilon-V}c\,G. \tag{1}$$

A naive scheme starts with the nonrelativistic power $G\propto r^{l+1}$, marches outward on a uniform grid, and varies $\varepsilon$ until the tail vanishes. Its start, grid, direction and energy search each need repair.

## The start: which power?

Close to the nucleus $Z/r$ exceeds $2c^2$, and the nonrelativistic balance is lost. Insert $G=r^\gamma\sum_k a_kr^k$ and $F=r^\gamma\sum_k b_kr^k$ into (1). The power $r^{\gamma+k-1}$ gives

$$\begin{aligned}(\gamma+k+\kappa)a_k-\zeta b_k&=(2c+\varepsilon/c)\,b_{k-1}\equiv P_k,\\
\zeta a_k+(\gamma+k-\kappa)b_k&=-(\varepsilon/c)\,a_{k-1}\equiv Q_k.\end{aligned}\tag{2}$$

For $k=0$ the right sides vanish. A nonzero solution needs $\gamma^2-\kappa^2+\zeta^2=0$, hence

$$\gamma=\sqrt{\kappa^2-\zeta^2},\qquad \frac{b_0}{a_0}=\frac{\gamma+\kappa}{\zeta}=\frac{\zeta}{\kappa-\gamma}.$$

The first form of the ratio suits $\kappa>0$, the second $\kappa<0$; each avoids subtracting nearly equal numbers. For $k\ge1$ the determinant is $(\gamma+k)^2-\kappa^2+\zeta^2=k(k+2\gamma)$, which is not zero, and

$$a_k=\frac{(\gamma+k-\kappa)P_k+\zeta Q_k}{k(k+2\gamma)},\qquad
b_k=\frac{(\gamma+k+\kappa)Q_k-\zeta P_k}{k(k+2\gamma)} .$$

For an $s$ state at $Z=80$, $\gamma=0.8119$ rather than 1, and $F/G\to-0.3222$. The density $G^2/r^2\propto r^{2\gamma-2}$ diverges at the point nucleus but remains integrable.

The limit $\zeta\to0$ needs care when $\kappa=l>0$, because $\gamma\to l$, not $l+1$. There $a_0\approx\zeta b_0/(2\kappa)$ is small, while $a_1\approx2c\,b_0/(2\kappa+1)$ is not. The familiar $r^{l+1}$ therefore takes over beyond $r\approx a_0/a_1=(2\kappa+1)Z/(4\kappa c^2)$, about $4\times10^{-5}$ bohr for $p_{1/2}$ at $Z=1$.

The other exponent, $-\gamma$, must be excluded. If $\gamma<\tfrac12$, even $r^{-\gamma}$ is square integrable, so choosing $+\gamma$ is then a boundary condition beyond normalizability. For $\zeta>|\kappa|$ the exponent is imaginary and the point-nucleus scheme fails.

## The grid and the step

On a uniform grid the high derivatives of $r^\gamma$ are unbounded near the origin. With $x=\ln r$ and $d/dx=r\,d/dr$, (1) becomes

$$\frac{dG}{dx}=-\kappa G+pF,\quad \frac{dF}{dx}=qG+\kappa F,\quad
p=r\Big[2c+\frac{\varepsilon-V}c\Big],\quad q=-r\,\frac{\varepsilon-V}c .$$

As $r\to0$, $p\to\zeta$ and $q\to-\zeta$. The coefficients become constant and $r^\gamma=e^{\gamma x}$ is smooth, so a uniform step $h$ in $x$ is suitable.

The potential may be known at grid points only. A step that needs no midpoints integrates the quartic polynomial through five successive slopes:

$$y_{i+1}=y_i+\frac h{720}\big(251y'_{i+1}+646y'_i-264y'_{i-1}+106y'_{i-2}-19y'_{i-3}\big).$$

To check the weights, put the slopes at $t=1,0,-1,-2,-3$. The weighted sums of $t^m$ for $m=0,\dots,4$ are $720,360,240,180,144$, which equal $720\int_0^1t^m\,dt$. For $m=5$ the sum is 1740 instead of 120, so the local error is

$$\frac{120-1740}{720\cdot5!}\,h^6y^{(6)}=-\frac3{160}h^6y^{(6)} .$$

Over a fixed range there are $\propto1/h$ steps, and the accumulated error is of order $h^5$.

The new slope contains the unknown new values, but the equations are linear. Let $R$ and $S$ collect the known terms for $G$ and $F$, and let $b=251h/720$. Then

$$(1+b\kappa)G-bpF=R,\qquad -bqG+(1-b\kappa)F=S,$$
$$G=\frac{(1-b\kappa)R+bpS}{D},\quad F=\frac{(1+b\kappa)S+bqR}{D},\quad D=1-b^2(\kappa^2+pq).$$

The step must keep $D$ well above zero. In the far tail $D\approx1-(b\lambda r)^2$, so $|b|\lambda r$ must stay well below 1, with $\lambda$ the decay constant found below. The series supplies the first four points.

Against the convergent series at an energy that is not an eigenvalue, halving $h$ reduced the largest relative error of the pair $(G,F)$ from $5.90\times10^{-9}$ to $1.90\times10^{-10}$ for $\kappa=-1$. The measured order is 4.96, and it is the same to these digits for $\kappa=+1$.

## The direction: two integrations

Far out, $\kappa/r$ and $V$ can be dropped. Then $G'=(2c+\varepsilon/c)F$ and $F'=-(\varepsilon/c)G$, so

$$G''=\lambda^2G,\qquad \lambda^2=-2\varepsilon-\varepsilon^2/c^2 .$$

Outward marching amplifies any admixture of $e^{\lambda r}$ relative to the wanted $e^{-\lambda r}$ by $e^{2\lambda\Delta r}$ over a distance $\Delta r$. Inward marching suppresses it by the same factor. The tail is therefore integrated inward, from several tens of decay lengths beyond the matching radius, with $F/G=-\lambda/(2c+\varepsilon/c)$. The two solutions are joined at $r_m$, where $\varepsilon=V$, or $r_m=Z/|\varepsilon|$, rounded up to a grid point.

This radius is safe because the inward $G$ cannot vanish at or beyond it. In the derivative of $GF$ the terms with $\kappa$ cancel:

$$(GF)'=\Big[2c+\frac{\varepsilon-V}c\Big]F^2-\frac{\varepsilon-V}cG^2 .$$

For $r>r_m$ we have $-2c^2<\varepsilon-V<0$, so the right side is positive. Since $GF$ rises to zero at infinity, it is negative at every finite $r\ge r_m$. The inward $G$ can thus be scaled to make $G$ continuous, and every node of a bound state lies inside $r_m$. What remains is a jump from $F_{\rm out}$ to $F_{\rm in}$.

## The energy: using the size of the jump

Bisection would use only the sign of the jump. To use its size, let $(G_0,F_0)$ be the exact state at $\varepsilon_0$ and $(G,F)$ the trial pair at $\varepsilon$. In $(GF_0-FG_0)'$ the $\kappa$ terms cancel again. The products $FF_0$ and $GG_0$ keep only the difference of their coefficients:

$$(GF_0-FG_0)'=\frac{\varepsilon-\varepsilon_0}c\,(GG_0+FF_0). \tag{3}$$

At the origin both pairs have the same ratio $b_0/a_0$, so the terms in $r^{2\gamma}$ cancel and $GF_0-FG_0$ vanishes as $r^{2\gamma+1}$. At infinity it decays. Integrating over the two pieces gives

$$GF_0-F_{\rm out}G_0=\frac{\varepsilon-\varepsilon_0}c\int_0^{r_m}\!(GG_0+FF_0)\,dr,\quad
-GF_0+F_{\rm in}G_0=\frac{\varepsilon-\varepsilon_0}c\int_{r_m}^\infty\!(GG_0+FF_0)\,dr,$$

with the left sides taken at $r_m$. Their sum is an identity without approximation:

$$\varepsilon_0-\varepsilon=\frac{c\,G_0(r_m)\,(F_{\rm out}-F_{\rm in})}{\int_0^\infty(GG_0+FF_0)\,dr}. \tag{4}$$

The exact state is unknown. Replacing it by the trial pair gives the usable correction

$$\delta=\frac{c\,G(r_m)\,(F_{\rm out}-F_{\rm in})}{N},\qquad N=\int_0^\infty(G^2+F^2)\,dr. \tag{5}$$

This is a Newton step. Apply (3) to two outward solutions at neighbouring energies and divide by $G^2(r_m)$: the ratio $F_{\rm out}/G$ changes at the rate $-\int_0^{r_m}(G^2+F^2)dr/(cG^2)$. The inward ratio changes at $+\int_{r_m}^\infty(G^2+F^2)dr/(cG^2)$. The mismatch $M=(F_{\rm out}-F_{\rm in})/G$ thus has slope $M'=-N/(cG^2)$, and $-M/M'=\delta$. Close to the root each step leaves an error proportional to the square of the previous one. A small quadrature error in $N$ alters the speed but not the root, where $F_{\rm out}=F_{\rm in}$.

Newton's method does not know which state is wanted, so the nodes of $G$ are counted. The same rates show that $G/F$ at fixed $r$ rises with energy in the outward solution. At a node $G/F$ also rises with $r$, at the rate $2c+(\varepsilon-V)/c>0$. Nodes therefore move inward as the energy rises. Too many nodes mean that the energy is too high, too few that it is too low; the target is $n-l-1$. A Newton step that leaves the current bracket is replaced by bisection.

Identity (3) also shows what a wrong start costs. Suppose the integration begins at $r_0$ with $F=0$. After convergence the lower boundary leaves $-G(r_0)F_0(r_0)=(\varepsilon-\varepsilon_0)c^{-1}\int_{r_0}^\infty(GG_0+FF_0)dr$. Near the origin the coefficients are constant in $x$, so the wrong start mixes $r^\gamma$ and $r^{-\gamma}$ at $r_0$ in a fixed proportion. For fixed normalization $G(r_0)$ and $F_0(r_0)$ each scale as $r_0^\gamma$, and the energy error as $r_0^{2\gamma}$. For $1s_{1/2}$ at $Z=80$, with $F=0$ at the four starting points, a tenfold smaller $r_0$ reduced the error from 0.1667 to 0.00398 Ha. The measured power is 1.622, against $2\gamma=1.624$. A smaller $r_0$ helps less for a heavy nucleus, whose $\gamma$ is smaller.

## The reference: Sommerfeld's formula

Set $W=1+\varepsilon/c^2$, $A=2c+\varepsilon/c=c(1+W)$ and $B=-\varepsilon/c=c(1-W)$, so that $AB=\lambda^2$. Take the factor $e^{-\lambda r}$ out of both series. With new coefficients $a_k,b_k$, (2) changes to

$$\begin{aligned}(\gamma+k+\kappa)a_k-\zeta b_k&=\lambda a_{k-1}+Ab_{k-1},\\
\zeta a_k+(\gamma+k-\kappa)b_k&=\lambda b_{k-1}+Ba_{k-1}.\end{aligned}$$

At large $k$ the matrix on the right has eigenvalues $2\lambda$ and 0. An unending series thus grows as $e^{2\lambda r}$ and spoils the decay, so it must end at some $k=\nu$. The next right sides then vanish, which gives $b_\nu=-(\lambda/A)a_\nu$.

Multiply the first equation by $\lambda$ and the second by $A$. The right sides become equal because $AB=\lambda^2$. Equating the left sides at $k=\nu$ and inserting $b_\nu$,

$$\lambda(\gamma+\nu+\kappa)+\frac{\zeta\lambda^2}A=A\zeta-\lambda(\gamma+\nu-\kappa)
\;\Rightarrow\;2\lambda(\gamma+\nu)=\zeta(A-B)=2\zeta cW .$$

With $\lambda=c\sqrt{1-W^2}$, squaring and solving for $W>0$ yields

$$\varepsilon=c^2\left\{\Big[1+\frac{\zeta^2}{(n-|\kappa|+\gamma)^2}\Big]^{-1/2}-1\right\},\qquad n=\nu+|\kappa| .$$

For $\nu=0$ the ratio $b_0/a_0=-\lambda/A$ is negative, which requires $\kappa<0$.

For small $\zeta$, $\gamma\approx|\kappa|-\zeta^2/(2|\kappa|)$, and expansion to the next order gives

$$\varepsilon\approx-\frac{Z^2}{2n^2}-\frac{Z^4}{2c^2n^3}\Big(\frac1{|\kappa|}-\frac3{4n}\Big).$$

The $2p$ splitting is then $Z^4/(32c^2)$. At $Z=1$ this is $1.6641\times10^{-6}$ Ha, and the solver gives $1.6642\times10^{-6}$ Ha, or 10.95 GHz. At $Z=80$ the expansion gives 68.2 Ha, while the solver gives $904.85-817.81=87.04$ Ha; the leading correction is then 22% too small.

## A worked state: $3s_{1/2}$ at $Z=80$

The search starts at the nonrelativistic energy $-80^2/18=-355.556$ Ha, with $h=0.005$. Here $Z/|\varepsilon|=0.2250$ bohr, and the next grid point is $r_m=0.2254$ bohr. In units of bohr$^{-1/2}$, the trial function scaled to $N=1$ has $G(r_m)=0.280176$, $F_{\rm out}=-0.171534$ and $F_{\rm in}=-0.014724$. Equation (5) gives

$$\delta=137.036\times0.280176\times(-0.171534+0.014724)=-6.021\ \text{Ha}.$$

The distance to the root is $-36.53$ Ha, so this step is much too short. The next corrections are $-11.58$, $-13.50$, $-5.10$ and $-0.325$ Ha. Newton's formula replaces $M(\varepsilon)$ by its tangent, which need not be accurate so far from the root.

Near the root the errors before three successive corrections are 0.3265, $1.0775\times10^{-3}$ and $1.2\times10^{-8}$ Ha. Each is about 0.010 Ha$^{-1}$ times the square of its predecessor. The result is $-392.08369$ Ha, or $-10669.1$ eV. Starts at $-5760$ and $-211.2$ Ha reach the same state in 8 and 9 iterations.

A trial energy displaced by 3% separates (4) from (5). The required change is 11.762511 Ha; (4) gives 11.762486 Ha and (5) gives 13.079 Ha, 11% too much. The small defect of (4) comes from quadrature. The jump in $F$ gives $dG/dx=-\kappa G+pF$ a jump, with $p\approx2cr_m$ at $r_m$. The integrand in $x$ is $r(GG_0+FF_0)$. If the small-component term is neglected, its slope drops at $r_m$ by $2cr_m^2G_0(F_{\rm out}-F_{\rm in})$, which by (4) is $2r_m^2(\varepsilon_0-\varepsilon)$ times the overlap integral. For a kink at a grid point the trapezoidal rule exceeds the integral by $h^2/12$ times the drop in slope, to leading order in $h$. The overlap integral is therefore overestimated by a relative amount of about $(h^2/12)\,2r_m^2(\varepsilon_0-\varepsilon)$. With $r_m=0.20496$ bohr this is $2.1\times10^{-6}$, as observed.

## What the comparison establishes

All nine levels up to $n=3$ at $Z=80$ agree with Sommerfeld's formula within $5\times10^{-10}$ Ha. For $3s_{1/2}$, steps of 0.02, 0.01 and 0.005 leave errors of $3.2\times10^{-7}$, $1.3\times10^{-8}$ and $4.6\times10^{-10}$ Ha. The reductions by 26 and 27 are near, but below, the factor 32 of pure fifth order.

The functions have a check of their own. Under $\psi(\mathbf r)\to s^{3/2}\psi(s\mathbf r)$, both $\langle c\boldsymbol\alpha\cdot\mathbf p\rangle$ and $\langle V\rangle$ scale as $s$. Stationarity at $s=1$ makes their sum zero, leaving $W=\langle\beta\rangle$. Since $\langle\beta\rangle=1-2\int F^2dr/N$,

$$\frac{\int F^2dr}{N}=-\frac{\varepsilon}{2c^2}.$$

For $1s_{1/2}$ at $Z=80$ this is $3532.19/(2\times137.036^2)=0.09405$, the weight found by integration. The relation was tested for every listed level.

These tests concern a point Coulomb potential. Nuclear size and recoil, quantum-electrodynamic shifts and other electrons are left out, so the energies describe this model and not a measured spectrum. In a PAW sphere, the other electrons add a screening part to $V$. As long as $rV\to-Z$, it leaves $\gamma$ and the ratio $b_0/a_0$ unchanged, but the higher terms of the series do not carry over directly. With $\gamma$ taken for $|\kappa|=1$, the electron density at a point nucleus diverges as $r^{2\gamma-2}$. The Hartree potential then contains a term in $r^{2\gamma}$, and a local-density exchange potential diverges weakly, as $r^{(2\gamma-2)/3}$. Such non-integer powers are absent from the series used here. Core states need both integrations; a partial wave at a prescribed energy needs only the outward one, up to the sphere radius. For a nucleus of finite size $rV\to0$, and the starting series must be derived anew. The numerical output gives the full iteration history and level list.

## Computed values

```
speed of light c = 137.035999 a.u.
marching order, kappa=-1: 4.956 (largest relative errors 5.90e-09, 1.90e-10)
  relative error of G at the end radius alone: 8.76e-10, 3.22e-11
marching order, kappa=+1: 4.957 (largest relative errors 6.27e-09, 2.02e-10)
  relative error of G at the end radius alone: 9.21e-09, 2.94e-10
example 3s1/2, Z=80: gamma = 0.81190599, F/G at origin = -0.32219564
grid: step h = 0.005, points = 3365, first r = 1.250e-07 bohr, last r = 2.5220 bohr
first trial: eps = -355.555556 Ha, rm = 0.225383 bohr, lambda = 26.540141 1/bohr
first trial, unit norm: G(rm) = 0.28017551 bohr^-1/2
  F_out(rm) = -0.17153394, F_in(rm) = -0.01472439 bohr^-1/2
  first correction = -6.020566 Ha
  iteration 1: eps = -355.555555556 Ha, nodes 2, correction -6.021e+00 Ha
  iteration 2: eps = -361.576121831 Ha, nodes 2, correction -1.158e+01 Ha
  iteration 3: eps = -373.155802807 Ha, nodes 2, correction -1.350e+01 Ha
  iteration 4: eps = -386.657963171 Ha, nodes 2, correction -5.099e+00 Ha
  iteration 5: eps = -391.757169484 Ha, nodes 2, correction -3.254e-01 Ha
  iteration 6: eps = -392.082609303 Ha, nodes 2, correction -1.077e-03 Ha
  iteration 7: eps = -392.083686781 Ha, nodes 2, correction -1.171e-08 Ha
  iteration 8: eps = -392.083686793 Ha, nodes 2, correction 2.753e-14 Ha
converged matching radius = 0.204958 bohr
start at -5760.0 Ha: 8 iterations to -392.0836868 Ha
start at -211.2 Ha: 9 iterations to -392.0836868 Ha
displaced trial: needed 11.762511 Ha, identity 11.762486 Ha, first-order 13.079082 Ha
1s1/2 displaced by 14.12877 Ha: error after one correction 7.497e-02 Ha
1s1/2 displaced by 7.06438 Ha: error after one correction 1.877e-02 Ha
order of the energy correction = 1.998
start with F=0 at r0 = 1.250e-05 bohr: 1s1/2 error 1.667e-01 Ha
start with F=0 at r0 = 1.250e-06 bohr: 1s1/2 error 3.977e-03 Ha
measured power of r0 = 1.6223, 2 gamma = 1.6238
3s1/2 with h = 0.02: |error| = 3.24e-07 Ha
3s1/2 with h = 0.01: |error| = 1.27e-08 Ha
3s1/2 with h = 0.005: |error| = 4.63e-10 Ha
level: solver / Sommerfeld / difference (Ha), weight of F^2
Z=80 1s1/2: -3532.1920929317 / -3532.1920929317 / -3.0e-11, 9.404701e-02
Z=80 2s1/2: -904.8477834456 / -904.8477834455 / -9.6e-11, 2.409219e-02
Z=80 2p1/2: -904.8477834456 / -904.8477834455 / -9.4e-11, 2.409219e-02
Z=80 2p3/2: -817.8074951998 / -817.8074951998 / -5.6e-12, 2.177468e-02
Z=80 3s1/2: -392.0836867931 / -392.0836867936 / 4.6e-10, 1.043949e-02
Z=80 3p1/2: -392.0836867931 / -392.0836867936 / 4.6e-10, 1.043949e-02
Z=80 3p3/2: -366.1427099365 / -366.1427099369 / 3.4e-10, 9.748798e-03
Z=80 3d3/2: -366.1427099365 / -366.1427099369 / 3.4e-10, 9.748798e-03
Z=80 3d5/2: -358.9868480373 / -358.9868480373 / -2.4e-12, 9.558268e-03
Z=1 2s1/2: -0.1250020802 / -0.1250020802 / -7.5e-15, 3.328265e-06
Z=1 2p1/2: -0.1250020802 / -0.1250020802 / -7.3e-15, 3.328265e-06
Z=1 2p3/2: -0.1250004160 / -0.1250004160 / -8.0e-16, 3.328221e-06
Z=80 3s1/2 energy = -10669.1406 eV
Z=1 2p splitting: solver 1.664160e-06 Ha, Sommerfeld 1.664160e-06 Ha
Z=1 2p splitting from solver = 10.9496 GHz
```
